# Chebyshev and split-step counts for one femtosecond of Dirac dynamics

## Problem

An electron moves in one dimension on a periodic grid of $M$ points, $M$ even, with spacing $dx$ and length $L=M\,dx$. Derivatives are taken by Fourier transform. In Hartree atomic units ($\hbar=m=1$, $c=137.036$) the free Hamiltonians are

$$H_0^{D}=c\,\sigma_x p+\sigma_z c^2,\qquad H_0^{S}=\frac{p^2}{2},$$

and a real, static potential $V(x)$ is added to either. The Dirac spinor has two components, and $V$ multiplies both.

(a) Find the spectral widths of the two free Hamiltonians on the grid.

(b) How many applications of $H$ does a Chebyshev propagation over a time $T$ need?

(c) How many split steps exclude false resonances between free levels, and what does this number say about accuracy?

(d) Evaluate the counts for $T=1$ fs $=41.3414$ a.u., $M=32$, $dx=0.05$ bohr and $V=V_0\cos(2\pi x/L)$ with $V_0=2$ hartree. When does the Dirac equation need more steps than the Schrödinger equation?

## Solution

### (a) Spectral widths

The grid momenta are $p=2\pi j/L$ with $j=-M/2,\dots,M/2-1$. The largest magnitude is $p_{\max}=\pi M/L=\pi/dx$. At fixed $p$ the Dirac Hamiltonian is a $2\times2$ matrix. Since $\sigma_x\sigma_z+\sigma_z\sigma_x=0$ and $\sigma_x^2=\sigma_z^2=1$,

$$(c\,\sigma_xp+\sigma_zc^2)^2=c^2p^2+c^4 .$$

The trace is zero, so the two eigenvalues are $\pm E_p$ with $E_p=\sqrt{c^4+c^2p^2}$. The full width runs from $-E_{p_{\max}}$ to $+E_{p_{\max}}$, whereas the Schrödinger spectrum runs from $0$ to $p_{\max}^2/2$:

$$W_D=2\sqrt{c^4+\left(\frac{\pi c}{dx}\right)^2},\qquad W_S=\frac12\left(\frac{\pi}{dx}\right)^2 .$$

With units restored, $W_D=2\sqrt{m^2c^4+(\pi\hbar c/dx)^2}$ and $W_S=(\pi\hbar/dx)^2/2m$. Subtracting the rest energy from $H$ moves the Dirac spectrum but leaves its width unchanged. The negative-energy branch is part of the matrix even if the initial state contains none of it.

For the example, $\pi/dx=62.832$, $c\pi/dx=8610.2$ hartree and $c^2=18778.9$ hartree, so

$$W_D=2\sqrt{18778.9^2+8610.2^2}=41317\ \text{hartree},\qquad W_S=\frac{62.832^2}{2}=1974\ \text{hartree}.$$

Now add the potential. In any normalized state the expectation value of $V$ lies between $V_{\min}$ and $V_{\max}$, and that of $H_0$ lies between its extreme eigenvalues. All eigenvalues of $H$ therefore lie in an interval of length

$$D=W+\Delta V,\qquad \Delta V=V_{\max}-V_{\min}.$$

Here $\Delta V=4$ hartree.

### (b) Chebyshev propagation

Let $\bar E$ be the centre of this interval, and write $H=\bar E+(D/2)X$. The eigenvalues of $X$ lie in $[-1,1]$, and

$$e^{-iHT}=e^{-i\bar ET}e^{-iRX},\qquad R=\frac{DT}{2}.$$

The Bessel functions are defined by the generating function

$$\exp\left[\frac R2\left(z-\frac1z\right)\right]=\sum_{k=-\infty}^{\infty}J_k(R)\,z^k .$$

Put $z=-ie^{i\theta}$. Then $1/z=ie^{-i\theta}$ and $z-1/z=-2i\cos\theta$, which gives

$$e^{-iR\cos\theta}=\sum_{k=-\infty}^{\infty}(-i)^kJ_k(R)e^{ik\theta}.$$

Because $J_{-k}=(-1)^kJ_k$ and $(-i)^{-k}=(-1)^k(-i)^k$, the terms $k$ and $-k$ have equal coefficients. They add up to $2(-i)^kJ_k\cos k\theta$. With $X=\cos\theta$ and $T_k(\cos\theta)=\cos k\theta$,

$$e^{-iRX}=J_0(R)+2\sum_{k=1}^{\infty}(-i)^kJ_k(R)T_k(X).$$

The identity $\cos(k+1)\theta+\cos(k-1)\theta=2\cos\theta\cos k\theta$ gives $T_{k+1}=2XT_k-T_{k-1}$. Each new degree thus costs one application of $H$ to a vector.

If the sum stops at degree $K$, then $|T_k|\le1$ bounds the error of a normalized state by

$$\text{error}\le2\sum_{k>K}|J_k(R)| .$$

To see where this becomes small, set $z=e^{i\tau}$ in the generating function and project out one coefficient:

$$J_k(R)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{i(R\sin\tau-k\tau)}d\tau .$$

For large $R$ and $k$ near $R$, the phase is nearly stationary around $\tau=0$, where $R\sin\tau\approx R\tau-R\tau^3/6$. Substitute

$$\tau=\left(\frac2R\right)^{1/3}t,\qquad u=\left(\frac2R\right)^{1/3}(k-R).$$

The cubic term becomes $R\tau^3/6=t^3/3$, and $(k-R)\tau=ut$. Extending the limits to infinity, we find

$$J_k(R)\approx\left(\frac2R\right)^{1/3}\frac1{2\pi}\int_{-\infty}^{\infty}e^{-i(ut+t^3/3)}dt=\left(\frac2R\right)^{1/3}\mathrm{Ai}(u).$$

The Airy function is positive and falls rapidly for $u>0$, so the coefficients die out just beyond $k=R$. The sum over $k$ turns into an integral with $dk=(R/2)^{1/3}du$, which cancels the prefactor. For a tolerance $\varepsilon$,

$$K\approx R+s\left(\frac R2\right)^{1/3},\qquad 2\int_s^\infty\mathrm{Ai}(u)\,du=\varepsilon .$$

The constant $s$ depends on $\varepsilon$ alone at this order. For $\varepsilon=10^{-8}$ it is $s=8.396$. For large $R$ and $\Delta V\ll W$, the leading estimate is therefore $K\approx WT/2$, or $WT/2\hbar$ with units restored.

For the Dirac example,

$$R_D=\frac{41321.4\times41.3414}{2}\approx854142,\qquad s\left(\frac{R_D}{2}\right)^{1/3}\approx8.396\times75.3\approx632 ,$$

so $K_D\approx854774$. For Schrödinger, $R_S\approx40885$ and the correction is $8.396\times27.3\approx230$, which gives $K_S\approx41115$. Direct summation of the Bessel tails gives the same two integers. For so long a propagation the tolerance matters little: in the Dirac case the correction is less than one part in a thousand of $R_D$.

**Does a slow electron need fewer terms?** A smooth packet with positive energy was propagated for $1/40$ fs and compared with diagonalization. Here $R=21354$, the estimate is $21538$, and the error fell below $10^{-8}$ at degree $21519$. Slowness did not bring the degree below $R$. The estimate lies slightly above the degree needed because it comes from a bound that adds magnitudes and ignores cancellation.

**Can the interval be shortened to the occupied energies?** Outside $[-1,1]$, $|T_k(X)|=\cosh(k\,\mathrm{arcosh}|X|)$ grows exponentially with $k$. In exact arithmetic the series still converges, because $J_k(R)$ eventually falls faster than this growth. It does so only at a higher degree, however, and only after very large terms have cancelled: for each excluded eigenvalue the full sum has modulus one, while single terms $J_kT_k$ are enormous. Any component in the excluded states, however small, is multiplied by these terms, and in floating-point arithmetic their rounding errors remain in the sum. With an interval 5% too narrow and $T=0.02$ a.u., the norm of the error reached about $5\times10^{25}$ for a normalized packet. Its initial weight outside the interval was only about $10^{-16}$, from the packet's own high-momentum tail, and nearly all of it lies in the levels just beyond the edge. The outermost level carries an amplitude of only about $3\times10^{-14}$, but the growth easily outweighs this. That level has $X\approx1/0.95$ and $\mathrm{arcosh}\,X\approx0.32$, so at $k\approx R\approx390$, where $J_k$ is not yet small, $|T_k|$ is of order $e^{0.32\times390}\approx10^{54}$. Its largest terms $2J_kT_k$ are about $3\times10^{54}$. Multiplied by the amplitude and by a relative rounding error of $10^{-16}$, they leave about $10^{25}$, the size of the observed error. With the proper interval the error was about $3\times10^{-13}$.

### (c) Split steps

Take the symmetric step

$$S=e^{-iV\,dt/2}\,e^{-iH_0\,dt}\,e^{-iV\,dt/2},\qquad N=\frac T{dt}.$$

Both factors are unitary, so the norm gives no warning when $dt$ is too large. We ask which Hamiltonian $H_0+G$ the step really represents, to first order in $V$. Let $E_i$ be the eigenvalues of $H_0$ and $\varphi_i=e^{-iE_i dt}$. Expanding the two potential factors gives the first-order part of the step,

$$S^{(1)}_{ij}=-\frac{i\,dt}{2}V_{ij}(\varphi_i+\varphi_j).$$

For $e^{-i(H_0+G)dt}$, first-order perturbation theory gives

$$-i\int_0^{dt}e^{-iE_i(dt-\tau)}G_{ij}e^{-iE_j\tau}d\tau
=-iG_{ij}\varphi_i\,\frac{e^{i(E_i-E_j)dt}-1}{i(E_i-E_j)}
=G_{ij}\frac{\varphi_i-\varphi_j}{E_i-E_j}.$$

The last form uses $\varphi_ie^{i(E_i-E_j)dt}=\varphi_j$. Define $x=(E_i-E_j)dt$ and equate the two expressions:

$$G_{ij}=-\frac{ix}{2}V_{ij}\,\frac{\varphi_i+\varphi_j}{\varphi_i-\varphi_j}.$$

Taking out the common phase $e^{-i(E_i+E_j)dt/2}$ leaves $\varphi_i\to e^{-ix/2}$ and $\varphi_j\to e^{ix/2}$. The fraction is $2\cos(x/2)/[-2i\sin(x/2)]=i\cot(x/2)$, so

$$G_{ij}=V_{ij}\,\frac x2\cot\frac x2 .$$

For $x\to0$ the factor is one. Its first pole is at $|x|=2\pi$, where the two free levels acquire the same phase in one step, although their energies differ. The largest energy difference is $W$. No pair reaches the pole if

$$dt<\frac{2\pi}{W},\qquad\text{that is}\qquad N>\frac{WT}{2\pi}.$$

With units restored this is $N>WT/2\pi\hbar$. It is smaller than the leading Chebyshev count by a factor $\pi$, but the two numbers answer different questions. The Chebyshev degree meets a stated error, whereas the split count only excludes coincidences of free phases.

For small $y=x/2$,

$$y\cot y\approx y\,\frac{1-y^2/2}{y-y^3/6}\approx1-\frac{y^2}{3}=1-\frac{x^2}{12}.$$

For levels separated by nearly the full width, a relative error $\delta$ in the coupling therefore requires $(W\,dt)^2/12\approx\delta$, or

$$N_\delta\approx\frac{WT}{\sqrt{12\,\delta}} .$$

This measures an error in the effective Hamiltonian, not in the final wave function. Levels separated by a few hartree have much smaller $x$, and their coupling is much more accurate.

For the example, $W_DT\approx1.708\times10^6$. The phase condition gives

$$N_D=\frac{1.708\times10^6}{2\pi}\approx2.72\times10^5,\qquad dt\approx1.52\times10^{-4}\ \text{a.u.}$$

The same condition gives $N_S\approx1.30\times10^4$ for Schrödinger. A 1% error in the Dirac couplings across nearly the full width needs $1.708\times10^6/\sqrt{0.12}\approx4.9\times10^6$ steps, about 18 times the phase count. The two outermost free levels themselves are not coupled by $V$, because they have the same momentum and orthogonal spinors.

**What happens at a resonance?** Up to the half kicks at the two ends, the split evolution is generated by $H_0$ plus periodic kicks. With $\Omega=2\pi/dt$,

$$V\,dt\sum_m\delta(t-m\,dt)=V\sum_n e^{in\Omega t}.$$

The term $n=0$ restores the desired $H=H_0+V$. The others are a false periodic drive. Let $a$ and $b$ be eigenstates of $H$, with positive and negative energy, and let $E_a-E_b=\Omega$. In the interaction picture one harmonic becomes constant in time. Suppose that every other coupling is small compared with the detuning of the transition it drives, and that the level shifts caused by these couplings are small compared with $|V_{ab}|$. The oscillating terms may then be dropped, and

$$i\dot C_a=V_{ab}C_b,\qquad i\dot C_b=V_{ab}^*C_a .$$

Hence $\ddot C_a=-|V_{ab}|^2C_a$. Starting in $a$, we have $|C_b|^2=\sin^2(|V_{ab}|t)$. The exact evolution has no such transition, because $a$ is an eigenstate of $H$.

The coupling $V_{ab}$ does not vanish, because free spinors turn with momentum. With $\tan\theta_p=p/c$, the positive spinor at $p$ is $(\cos\frac{\theta_p}2,\sin\frac{\theta_p}2)$ and the negative one at $p'$ is $(-\sin\frac{\theta_{p'}}2,\cos\frac{\theta_{p'}}2)$. Their overlap is

$$\sin\frac{\theta_p-\theta_{p'}}2\approx\frac{p-p'}{2c}\qquad(|p|,|p'|\ll c).$$

The cosine potential changes $p$ by $\pm2\pi/L=\pm3.93$ a.u., with strength $V_0/2=1$ hartree each. From $p=0$ the two amplitudes have opposite signs and magnitude $3.93/(2\times137.04)=0.0143$ hartree. Their antisymmetric combination is thus coupled with strength $\sqrt2\times0.0143\approx0.020$ hartree. The eigenstates of the full $H$ give $|V_{ab}|=0.01973$ hartree and a gap of $37565.1$ hartree.

The resonant step is $2\pi/37565.1=1.673\times10^{-4}$ a.u. After 1 fs, $|V_{ab}|t=0.01973\times41.34=0.816$, and the formula predicts a negative-energy population $\sin^2(0.816)\approx0.530$. The split propagation also gives $0.530$. At the phase-count step, only about 9% shorter, the population is tiny. It oscillates rapidly with the final time, so its value depends on the last digits of the constants: about $6\times10^{-11}$ with unrounded $c$ and $T$, and about $8\times10^{-12}$ with $c=137.036$ and $T=41.3414$.

That small value is for the lowest electron state. At the phase count itself the outermost levels are separated by almost exactly $\Omega$, and the highest electron state loses about 1% of its population to the lowest negative-energy state in 1 fs ($8\times10^{-3}$ with unrounded $c$ and $T$, $1.4\times10^{-2}$ with the rounded values); with 1% more steps the largest loss of any electron state is of order $10^{-6}$. The condition is sufficient to exclude exact coincidences of free phases, but it is not necessary for that. Make the resonant step 1.5 times longer. The harmonics are then at $25043$, $50087$ hartree and higher. Free energy differences between the branches run from $2c^2=37558$ to $W_D=41317$ hartree, and those within one branch reach only $W_D/2-c^2=1880$ hartree. Every harmonic misses both ranges, and the computed population is about $3\times10^{-14}$ after 164778 steps and about $10^{-12}$ after one step more or fewer, because this pair returns in phase only after an even number of steps. Yet $x=3\pi$ for the pair considered, where $\cot(x/2)=0$, so the effective coupling has been removed. A tiny false population does not show that the interband coupling is right.

For the Schrödinger ground state with this smooth $V$, the phase count is far more cautious than needed. With one tenth of it, 1299 steps, the first harmonic is at about $W_S/10=197$ hartree. From $p=0$ this energy corresponds to $p\approx\sqrt{2\times197}\approx20$ a.u., about five transfers of $3.93$ a.u. The potential has no direct matrix element between these free states. After 1 fs the ground state had lost only about $2\times10^{-6}$ of its population. Nearly all of this went to the levels near 8 and 31 hartree, and less than $10^{-12}$ lay above 100 hartree. The loss is thus the ordinary splitting error, caused by slightly altered couplings between low levels, and not a resonant transfer. Such small losses cannot be expected for states of high momentum, where neighbouring free levels, which $V$ couples directly, are far apart in energy. The levels $|j|=12$ and $13$ differ by 193 hartree, close to the first harmonic, and with 1299 steps the state near 1110 hartree loses about 15% of its population.

### (d) Comparison

Measure the largest grid momentum in units of $c$ by $q=\pi/(c\,dx)$, which is $\pi\hbar/(mc\,dx)$ with units restored. Then $W_D=2c^2\sqrt{1+q^2}$ and $W_S=c^2q^2/2$, so

$$\frac{W_D}{W_S}=\frac{4\sqrt{1+q^2}}{q^2}.$$

This is the ratio of the leading Chebyshev counts and also of the phase counts for split steps. The Chebyshev counts $WT/2$ for 1 fs, without the potential and the Airy correction, are:

| $dx$ (bohr) | Dirac | Schrödinger | Ratio |
|---:|---:|---:|---:|
| 0.2 | 781,000 | 2,550 | 306 |
| 0.05 | 854,000 | 40,800 | 20.9 |
| 0.02 | 1,181,000 | 255,000 | 4.63 |
| 0.01 | 1,942,000 | 1,020,000 | 1.90 |
| 0.005 | 3,643,000 | 4,080,000 | 0.893 |
| 0.002 | 8,933,000 | 25,501,000 | 0.350 |

Dividing a count by $\pi$ gives the corresponding split-step phase count.

On a coarse grid, $q\ll1$, the rest energy dominates. The Dirac count approaches $c^2T\approx776{,}000$, and a coarser grid cannot reduce it further. The Schrödinger count falls as $1/dx^2$, so the ratio grows as $4/q^2$. On a fine grid, $q\gg1$, the Dirac width is nearly $2\pi c/dx$. Halving $dx$ then doubles the Dirac count but quadruples the Schrödinger count, and the ratio falls as $4/q$.

The widths are equal when $q^2=4\sqrt{1+q^2}$. Squaring gives $q^4-16q^2-16=0$, whose positive root is

$$q^2=8+\sqrt{80}=8+4\sqrt5,\qquad q=4.116,\qquad dx=\frac{\pi}{cq}=0.00557\ \text{bohr}.$$

The Dirac equation has the larger width for every coarser grid and the smaller width for every finer one. This crossing compares step counts, not physical accuracy: at $p=4.1\,c$ the kinetic energy $p^2/2$ is no longer an approximation to the relativistic one.

Step counts are also not computing times. A Chebyshev degree or a split step needs about one forward and one inverse Fourier transform per component. The two-component spinor therefore roughly doubles the transform work per step. At $dx=0.05$ bohr, the ratio 20.9 in steps becomes about 42 in transforms. The transform counts become equal only at $dx\approx0.0028$ bohr, where the ratio in steps is one half.

The program tests the widths, the Chebyshev estimates, the split-step factor and the resonance against direct matrix calculations.

## Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.
rest energy c^2 = 18778.865 hartree
total time T = 1 fs = 41.341373 a.u.
grid: 32 points, dx = 0.05 bohr, L = 1.60 bohr
potential amplitude = 2.0 hartree, range dV = 4.000 hartree
largest grid momentum pi/dx = 62.8319 a.u.
c pi/dx = 8610.226 hartree
Dirac width W_D = 41317.394 hartree
Schrodinger width W_S = 1973.921 hartree
ratio W_D/W_S = 20.9316
Chebyshev tolerance = 1e-08, Airy constant s = 8.3964
Dirac R = 854141.6, Schrodinger R = 40885.0
Dirac degree for 1 fs: tail 854774, Airy 854773.9
Schrodinger degree for 1 fs: tail 41115, Airy 41114.6
ratio of Chebyshev degrees = 20.790
Schrodinger run, 1 fs: degree needed 41087, final error 3.3e-12
Dirac run, 1/40 fs: R = 21353.5, Airy 21538.4
Dirac run, 1/40 fs: degree needed 21519, final error 1.0e-11
short Dirac run T = 0.02 a.u.: error 3.0e-13
same, interval 5% too narrow: error 5.4e+25
packet weight outside narrow interval = 1.3e-16
split fold count, Dirac = 271856, Schrodinger = 12988
Dirac fold time step = 1.5207e-04 a.u.
coupling factor at x = 0.8*2pi: -3.4592
largest error of factor formula = 9.4e-10 hartree
Dirac split steps for 1% coupling error = 4930912
resonant pair: gap 37565.144 hartree, V_ab 0.01973 hartree
resonant time step = 1.6726e-04 a.u., steps = 247167
negative-energy population, fold count: 5.6e-11
negative-energy population, resonant step: 0.5304
two-level prediction sin^2(V_ab t): 0.5304
1.5 x resonant step: 164778 steps, population 3.2e-14
Schrodinger, 1299 steps: ground-state loss 1.7e-06
equal widths at q = 4.1163, dx = 0.005569 bohr
common width there = 159097.1 hartree
Dirac floor c^2 T for coarse grids = 776344.1 degrees
free-width estimates W T/2 for 1 fs:
dx 0.2 bohr: Dirac 781428, Schrodinger 2550, ratio 306.4250
dx 0.1 bohr: Dirac 796484, Schrodinger 10201, ratio 78.0823
dx 0.05 bohr: Dirac 854059, Schrodinger 40802, ratio 20.9316
dx 0.02 bohr: Dirac 1180943, Schrodinger 255014, ratio 4.6309
dx 0.01 bohr: Dirac 1941745, Schrodinger 1020058, ratio 1.9036
dx 0.005 bohr: Dirac 3643262, Schrodinger 4080230, ratio 0.8929
dx 0.002 bohr: Dirac 8932764, Schrodinger 25501438, ratio 0.3503
```
